# Quantum Capacitance of a Parabolic Two-Dimensional Band and Its Two Limits

A metal faces a thin semiconductor sheet across 4 nm of oxide. In the model below, raising the electron density of the sheet from \(10^{11}\) to \(10^{12}\ \mathrm{cm^{-2}}\) at 300 K takes 117 mV, but the oxide accounts for only 33 mV of it. The rest, about 85 mV, is spent inside the sheet, although the sheet has no thickness across which a voltage could drop. It raises the chemical potential relative to the band edge, which is needed to add electrons to the band, and the quantum capacitance measures that cost.

## Assumptions and definition

The elementary charge is \(e>0\), \(k\) in the product \(kT\) is Boltzmann's constant, and elsewhere \(k\) is a wave number. All densities and capacitances are per unit area.

1. The electrons occupy one subband, \(E=E_0+\hbar^2k^2/(2m)\), with total spin and valley degeneracy \(g\).
2. They are independent particles in a mean electrostatic potential, which moves \(E_0\) but leaves the shape of the band unchanged. Exchange and correlation are left out.
3. The sheet is in equilibrium at temperature \(T\), with chemical potential \(\mu\). Holes and level broadening are neglected.

Let \(u=\mu-E_0\). Measuring from the band edge removes the electrostatic energy, which belongs to the capacitance of the surroundings. The quantum capacitance is defined by

\[
C_q=e^2\left(\frac{\partial n}{\partial u}\right)_T .
\]

**Theorem.** Under assumptions 1 to 3, with \(D=gm/(2\pi\hbar^2)\),

\[
C_q=e^2D\left[1-\exp\left(-\frac{n}{D\,kT}\right)\right].
\]

## Two lemmas and the proof

**Lemma 1.** The density of states per area is the constant \(D=gm/(2\pi\hbar^2)\) above \(E_0\), and zero below.

*Proof.* In a periodic square of side \(L\), the allowed wave vectors form a grid with one point per area \((2\pi/L)^2\). For large \(L\), a disc of radius \(k\) contains \(\pi k^2L^2/(4\pi^2)\) points, each holding \(g\) states. The number of states per unit area is therefore

\[
N=\frac{g k^2}{4\pi}.
\]

With \(\varepsilon=E-E_0=\hbar^2k^2/(2m)\), we have \(k^2=2m\varepsilon/\hbar^2\), so \(N=gm\varepsilon/(2\pi\hbar^2)\). Its derivative with respect to \(\varepsilon\) is \(D\). ∎

**Lemma 2.** The density is \(n=D\,kT\ln\left(1+e^{u/kT}\right)\).

*Proof.* Each state at height \(\varepsilon\) has the Fermi occupation \(f(\varepsilon)=1/[1+e^{(\varepsilon-u)/kT}]\). Multiplying numerator and denominator by \(e^{-(\varepsilon-u)/kT}\) gives

\[
f(\varepsilon)=\frac{e^{-(\varepsilon-u)/kT}}{1+e^{-(\varepsilon-u)/kT}}
=-kT\,\frac{d}{d\varepsilon}\ln\left[1+e^{-(\varepsilon-u)/kT}\right].
\]

The derivative of the exponential supplies a factor \(-1/kT\), which the prefactor \(-kT\) cancels. Hence

\[
n=D\int_0^\infty f\,d\varepsilon
=-D\,kT\Big[\ln\left(1+e^{-(\varepsilon-u)/kT}\right)\Big]_0^\infty .
\]

The upper limit gives \(\ln 1=0\). The lower limit, subtracted and multiplied by the leading minus sign, gives the stated result. ∎

*Proof of the theorem.* Differentiate Lemma 2 at fixed \(T\). The factor \(kT\) cancels the \(1/kT\) from the chain rule:

\[
\frac{\partial n}{\partial u}
=D\,\frac{e^{u/kT}}{1+e^{u/kT}}
=D\left[1-\frac{1}{1+e^{u/kT}}\right].
\]

Lemma 2 also says that \(1+e^{u/kT}=e^{n/(D\,kT)}\). Substituting this and multiplying by \(e^2\) proves the theorem. ∎

**Remark on the meaning.** The bracket equals \(f(0)\), the occupation of the band edge. If \(u\) rises by \(\delta u\), the whole occupation curve slides upward by \(\delta u\). Since the density of states is constant, this only moves electrons along, except at the bottom, where a strip of \(D\,\delta u\) states filled to the fraction \(f(0)\) is added. A full band edge gives the response \(D\), and a nearly empty one gives much less.

The formula was tested against numerical differentiation of the density, itself integrated over wave number. At 77, 300 and 400 K, and for \(u/kT=-5,-1,0,2,5\), the two agree within two parts in a million.

## The two limits and their errors

**Corollary.** Let \(x=n/(D\,kT)\). Then

\[
C_q\to e^2D\quad(x\gg1),\qquad
C_q\to\frac{e^2n}{kT}\quad(x\ll1).
\]

Both limiting expressions are upper bounds for every \(x>0\), and their series combination is a lower bound:

\[
\left(\frac{1}{e^2D}+\frac{kT}{e^2n}\right)^{-1}<C_q<\min\left(e^2D,\frac{e^2n}{kT}\right).
\]

*Proof.* In the degenerate limit \(e^{-x}\) vanishes. The true value lies below \(e^2D\) by the fraction \(e^{-x}\) of \(e^2D\). In the dilute limit, expand the exponential:

\[
C_q=e^2D\left(x-\frac{x^2}{2}+\frac{x^3}{6}-\dots\right)
=\frac{e^2n}{kT}\left(1-\frac{x}{2}+\frac{x^2}{6}-\dots\right),
\]

because \(Dx=n/kT\). The leading deficit, relative to \(e^2n/kT\), is \(x/2\).

The upper bounds follow from \(1-e^{-x}<1\) and \(1-e^{-x}<x\). For the lower bound, write

\[
\frac{1}{1-e^{-x}}=\frac{e^x}{e^x-1}=1+\frac{1}{e^x-1}<1+\frac1x,
\]

where the last step uses \(e^x>1+x\). Dividing by \(e^2D\) gives \(1/C_q<1/(e^2D)+kT/(e^2n)\), and taking reciprocals reverses the inequality. ∎

The two limiting expressions are equal at \(x=1\), where the true value is \(1-1/e_{\rm N}=0.632\) of either, with \(e_{\rm N}\) the base of natural logarithms. The true value lies below \(e^2D\) by less than 5% of \(e^2D\) once \(x\geq3\), and below \(e^2n/kT\) by less than 5% of \(e^2n/kT\) once \(x\leq0.1\).

The dilute limit contains no mass. When all occupations are small, \(f\approx e^{(u-\varepsilon)/kT}\), so \(n\) is \(e^{u/kT}\) times a factor independent of \(u\), whatever the density of states. Then \(\partial n/\partial u=n/kT\). The degenerate limit, by contrast, reads the density of states directly.

## Why this is a capacitance

**Proposition.** Let a metal and the sheet be separated by an insulator of capacitance \(C_{\rm ins}\). Suppose that there is no field behind the sheet, that fixed charges do not change, and that the insulator blocks steady current. If \(V\) is the voltage of the metal relative to the sheet, then \(C=e\,dn/dV\) obeys

\[
\frac1C=\frac1{C_{\rm ins}}+\frac1{C_q}.
\]

*Proof.* The sheet carries the charge \(-en\), and the metal carries the compensating \(+en\). This charge makes the metal's electrostatic potential higher by \(en/C_{\rm ins}\). An electron has charge \(-e\), so its energy at the sheet is raised by \(e^2n/C_{\rm ins}\) relative to the metal. With \(\mu_M\) the chemical potential of the metal,

\[
E_0-\mu_M=A+\frac{e^2n}{C_{\rm ins}},
\]

where the constant \(A\) contains the work function, the electron affinity, the confinement energy and any fixed charge. A positive voltage lowers electron energies in the metal, so \(\mu-\mu_M=eV\). Adding \(u=\mu-E_0\) to the equation gives

\[
eV=u+A+\frac{e^2n}{C_{\rm ins}}.
\]

Differentiate with respect to \(n\) and divide by \(e^2\):

\[
\frac1e\frac{dV}{dn}=\frac1{e^2}\frac{du}{dn}+\frac1{C_{\rm ins}} .
\]

The left side is \(1/C\), and the first term on the right is \(1/C_q\). ∎

## A metal, oxide and quantum-well contact

Take \(T=300\) K (\(kT=25.85\) meV), \(m=0.05\,m_0\) with \(m_0\) the free-electron mass, one valley and two spins. The oxide is 4 nm thick with relative permittivity 20. Lemma 1 gives \(D=2.09\times10^{13}\ \mathrm{eV^{-1}cm^{-2}}\), so \(D\,kT=5.40\times10^{11}\ \mathrm{cm^{-2}}\). At \(n=10^{12}\ \mathrm{cm^{-2}}\),

\[
x=\frac{10^{12}}{5.40\times10^{11}}=1.852,\qquad 1-e^{-1.852}=0.843.
\]

With \(D\) expressed per eV, one factor of \(e\) is absorbed by the unit. Thus \(e^2D\) is \(2.089\times10^{13}\times1.602\times10^{-19}\ \mathrm{F/cm^2}=3.35\ \mathrm{\mu F/cm^2}\), and

\[
C_q=0.843\times3.346=2.82\ \mathrm{\mu F/cm^2}.
\]

The dilute expression would give 6.20 \(\mathrm{\mu F/cm^2}\), more than twice the true value. The oxide has \(C_{\rm ins}=4.43\ \mathrm{\mu F/cm^2}\), so

\[
C=\left(\frac1{4.427}+\frac1{2.821}\right)^{-1}=1.72\ \mathrm{\mu F/cm^2}.
\]

The voltage in the opening follows from \(u=kT\ln(e^x-1)\), which is Lemma 2 solved for \(u\). At \(10^{12}\ \mathrm{cm^{-2}}\) this is 43.5 meV. At \(10^{11}\ \mathrm{cm^{-2}}\), where \(x=0.185\), it is about \(-41\) meV. The difference is 84.6 meV. The oxide part is

\[
\frac{e\,\Delta n}{C_{\rm ins}}
=\frac{1.602\times10^{-19}\times9\times10^{11}}{4.427\times10^{-6}}\ \mathrm V
=32.6\ \mathrm{mV}.
\]

A dilute gas would need \(kT\ln10=59.5\) meV for a tenfold rise in density. The excess of 25 meV comes from Pauli exclusion: as the lower states fill, added electrons must go higher.

At fixed \(n=10^{12}\ \mathrm{cm^{-2}}\), cooling to 77 K raises \(C_q\) to 3.34 \(\mathrm{\mu F/cm^2}\), practically the degenerate limit. Heating to 400 K lowers it to 2.51 \(\mathrm{\mu F/cm^2}\).

## Where the assumptions give way

**Finite thickness.** Suppose the charge has a rigid profile \(\rho(z)\), normalized to one, in a well of width \(w\) and permittivity \(\epsilon_w\). Let \(Q(z)=\int_0^z\rho\,dz'\). No field exists behind the well, so the field at depth \(z\) comes from the fraction \(1-Q\) lying deeper. The electron energy \(U\), taken as zero at the front, obeys \(dU/dz=e^2n(1-Q)/\epsilon_w\). To first order the subband edge rises by the average of \(U\). Since \(\rho=-d(1-Q)/dz\), integration by parts gives

\[
\int_0^w\rho U\,dz=\int_0^w(1-Q)\frac{dU}{dz}\,dz
=\frac{e^2n}{\epsilon_w}\int_0^w(1-Q)^2dz .
\]

The boundary terms vanish because \(U(0)=0\) and \(Q(w)=1\). For hard walls \(\rho=(2/w)\sin^2(\pi z/w)\). With \(s=z/w\), this gives \(Q=s-\sin(2\pi s)/(2\pi)\). The last integral, divided by \(w\), becomes

\[
\int_0^1\left[1-s+\frac{\sin2\pi s}{2\pi}\right]^2ds
=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}
=\frac13+\frac5{8\pi^2}.
\]

The middle term uses \(\int_0^1(1-s)\sin(2\pi s)\,ds=1/(2\pi)\). An 8 nm well with relative permittivity 14 thus acts as a further 3.17 nm of dielectric, with capacitance 3.91 \(\mathrm{\mu F/cm^2}\). It joins the series and lowers the total from 1.72 to 1.20 \(\mathrm{\mu F/cm^2}\), by 31%. The figure depends somewhat on the profile: letting the charge respond to its own field gives 30%, and also replacing the hard wall at the back by a 0.5 eV barrier, with the same mass and permittivity, gives 33%. In this estimate \(C_q\) is unchanged, because the shift is part of \(E_0\). The same density step then costs another 37 mV, and band filling remains the largest single share.

**Exchange.** At zero temperature, with two spins and one valley, exchange lowers the energy of an electron at the Fermi wave number \(k_F=\sqrt{2\pi n}\) by

\[
|\mu_x|=\frac{e^2}{2\epsilon_w}\int_{q<k_F}\frac{d^2q}{(2\pi)^2}\frac1{|\mathbf k_F-\mathbf q|}.
\]

In polar coordinates centred on the edge point \(\mathbf k_F\), the area element cancels the denominator. What remains is the chord length \(2k_F\cos\theta\), integrated from \(-\pi/2\) to \(\pi/2\), which is \(4k_F\). Thus \(\mu_x=-e^2k_F/(2\pi^2\epsilon_w)\). Since \(k_F\propto n^{1/2}\),

\[
\frac{d\mu_x}{dn}=\frac{\mu_x}{2n}=-\frac{e^2k_F}{4\pi^2\epsilon_wn}.
\]

In the example this is \(-0.82\ \mathrm{eV\,nm^2}\), against \(du/dn=5.68\ \mathrm{eV\,nm^2}\) for free electrons. The sum is smaller, so \(C_q\) rises by 17%. Here the exchange term is taken at zero temperature; at 300 K, first-order exchange gives \(-1.03\ \mathrm{eV\,nm^2}\) and a rise of 22%. Both figures are estimates of size, not corrections to apply: they omit correlation, screening and thickness.

**Band shape and further subbands.** If \(\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/(2m)\), Lemma 1 gives \(N=D\varepsilon(1+\alpha\varepsilon)\) and a density of states \(D(1+2\alpha\varepsilon)\), which is no longer constant. With \(\alpha=1\ \mathrm{eV^{-1}}\), \(C_q\) at the same \(n\) rises by 8%. With two subbands of equal mass, the theorem holds for each density \(n_i\) separately, and the responses add:

\[
C_q=e^2D\sum_i\left[1-e^{-n_i/(D\,kT)}\right].
\]

The total density cannot simply be put into the one-band formula. Here the hard-wall spacing is 353 meV. Even when it is halved, as an allowance for softer walls, the change at fixed total \(n\) is 0.6%.

**Traps.** Suppose interface states lie in the plane of the sheet, with density \(D_{it}\) per energy, and follow the signal. A rise \(du\) then adds \(D_{it}\,du\) trapped electrons, so \(e^2D_{it}\) stands in parallel with \(C_q\). For \(D_{it}=2\times10^{12}\ \mathrm{eV^{-1}cm^{-2}}\) it is 0.32 \(\mathrm{\mu F/cm^2}\). In the sheet model the total capacitance rises by 7%, although the added charge is trapped.

**Comparison with a real contact.** The parameters are rough values for an In\(_{0.53}\)Ga\(_{0.47}\)As quantum well under a hafnium-oxide film. This is a light-mass case, in which \(C_q\) is comparable to the capacitance of a thin oxide. Of the effects estimated above for this example, the finite thickness of the well changes the total most, lowering it by about 30%. Trap densities vary widely with processing, so the 7% belongs to the chosen density alone. The field due to \(n\) is 0.09 MV/cm, far below the several MV/cm at which such oxides roughly break down; built-in fields, which may have either sign, must be added to it. The structure is a blocking contact. One meant to pass current needs a thinner or lower barrier, and then the assumption of separate equilibrium on each side must be examined anew. The numerical output lists the parameters of the example.

## Computed results

```
INPUTS (rough values)
mass / free mass: 0.050; valleys: 1; spins: 2
temperature: 300 K; kT: 25.85 meV
oxide: 4.0 nm, relative permittivity 20
well: 8.0 nm, relative permittivity 14
sheet density n: 1.00e+12 cm^-2
RESULTS
D: 2.089e+13 eV^-1 cm^-2
D kT: 5.400e+11 cm^-2
n/(D kT): 1.852
1 - exp(-n/(D kT)): 0.8431
u: 43.5 meV
degenerate limit e^2 D: 3.346 uF/cm^2
dilute limit e^2 n/kT: 6.197 uF/cm^2
C_q: 2.821 uF/cm^2
oxide capacitance: 4.427 uF/cm^2
series total: 1.723 uF/cm^2
value at n = D kT over e^2 D: 0.6321
TABLE: n (cm^-2), n/(D kT), C_q, dilute limit (uF/cm^2)
1.0e+10  0.0185  0.0614  0.0620
1.0e+11  0.1852  0.5657  0.6197
3.0e+11  0.5556  1.4265  1.8592
1.0e+12  1.8520  2.8213  6.1975
3.0e+12  5.5560  3.3335  18.5925
VOLTAGE to raise n from 1.0e+11 to 1.0e+12 cm^-2
band filling: 84.6 mV
oxide: 32.6 mV
sum: 117.2 mV
NEGLECTED EFFECTS at the example density
effective charge depth in well: 3.17 nm
thickness capacitance: 3.906 uF/cm^2
total with thickness: 1.196 uF/cm^2
change of total: -30.6 %
non-parabolicity 1.0 /eV, C_q change: 7.9 %
hard-wall subband spacing: 353 meV
second subband at half of it, C_q change: 0.580 %
du/dn without exchange: 5.679 eV nm^2
exchange part, T = 0: -0.821 eV nm^2
exchange, C_q change: 16.9 %
trap density: 2.0e+12 eV^-1 cm^-2
trap capacitance: 0.320 uF/cm^2
traps, change of total: 6.6 %
C_q at 77 K: 3.344 uF/cm^2
C_q at 400 K: 2.512 uF/cm^2
oxide field from n: 0.090 MV/cm
```
